# Dipole bremsstrahlung in a Coulomb field: the Gaunt factor and its limits, part 2

A nonrelativistic, spinless electron scatters from a fixed point nucleus of charge $Z$ and emits one photon of frequency $\omega$, treated to first order in the dipole approximation. The Coulomb field is treated exactly. Hartree atomic units are used ($\hbar=m_e=e=1$, speed of light $1/\alpha$). The momenta are $\mathbf k_i=k_i\mathbf n_i$ before and $\mathbf k_f=k_f\mathbf n_f$ after, with $0<k_f<k_i$ and scattering angle $\theta$. Further,

$$\eta_i=\frac{Z}{k_i},\quad \eta_f=\frac{Z}{k_f},\quad r=\frac{k_f}{k_i},\quad d=k_i-k_f,\quad S=k_i+k_f,\quad Sd=2\omega,$$

$$\delta=\eta_f-\eta_i,\quad L=\ln\frac Sd,\quad \mathbf q=\mathbf k_i-\mathbf k_f,\quad a=i\eta_f,\quad b=i\eta_i,\quad z=1-\frac{q^2}{d^2}.$$

The Gaunt factor $g$ is defined by

$$\frac{d\sigma}{d\omega}=\sigma_K\,g,\qquad \sigma_K=\frac{16\pi\alpha^3Z^2}{3\sqrt3\,k_i^2\,\omega}. \tag{1}$$

Part (a) found, with $\mathbf p_{fi}$ the momentum matrix element,

$$\frac{d\sigma}{d\omega}=\frac{\alpha^3\omega\,k_f}{6\pi^3k_i}\int|\mathbf p_{fi}|^2\,d\Omega_f. \tag{2}$$

A commutator argument gave $\omega|\mathbf p_{fi}|=|\mathbf D|$, where $\mathbf D=\langle f|Z\hat{\mathbf x}/x^2|i\rangle$ is the force matrix element, and hence

$$g=\frac{k_f}{6\pi^3k_i}\cdot\frac{3\sqrt3\,k_i^2}{16\pi Z^2}\int|\mathbf D|^2d\Omega_f=\frac{\sqrt3\,k_ik_f}{32\pi^4Z^2}\int|\mathbf D|^2\,d\Omega_f. \tag{3}$$

The scattering states have normalisation factors $N_i$, $N_f$, given by $\eta=\eta_i$, $\eta_f$ in

$$|N|^2=\frac{2\pi\eta}{1-e^{-2\pi\eta}}. \tag{4}$$

They contain Kummer's function $M(c,1,v)=\sum_n(c)_nv^n/n!^2$, with $(c)_n=c(c+1)\cdots(c+n-1)$. Its integral representation in part (b) came from termwise use of $\int_0^1t^{c+n-1}(1-t)^{-c}dt=\Gamma(c+n)\Gamma(1-c)/n!$ for $0<\operatorname{Re}c<1$.

With $F(z)={}_2F_1(a,b;1;z)=\sum_n(a)_n(b)_nz^n/n!^2$, part (d) found

$$|\mathbf D|=|N_iN_f|\,e^{-\pi\eta_i}\,\frac{4\pi}{q^2}\,\Big|-iZ\mathbf q\,F(z)+k_ik_f(1-z)(\mathbf n_i-\mathbf n_f)F'(z)\Big|. \tag{10}$$

"The program" is the accompanying numerical check. Part (e) asks for the integral of $|\mathbf D|^2$ over the outgoing direction, $g$ and $d\sigma/d\omega$ in closed form, a check by partial waves, and the relation between attraction and repulsion.

**Solution.** Three geometric quantities are needed, all fixed by $1-\cos\theta=-zd^2/(2k_ik_f)$:

$$q^2=d^2(1-z),\qquad|\mathbf n_i-\mathbf n_f|^2=2(1-\cos\theta)=-\frac{zd^2}{k_ik_f},\qquad\mathbf q\cdot(\mathbf n_i-\mathbf n_f)=S(1-\cos\theta)=-\frac{zSd^2}{2k_ik_f}.$$

Call the vector in (10) $\mathbf Q$. Its cross term contains $\operatorname{Re}[(-iF)^*F']=\operatorname{Re}[iF^*F']=-\operatorname{Im}(F^*F')$, so

$$|\mathbf Q|^2=Z^2d^2(1-z)|F|^2-k_ik_fd^2z(1-z)^2|F'|^2+ZSd^2z(1-z)\operatorname{Im}(F^*F').$$

Divide by $q^4=d^4(1-z)^2$ and use $Z^2=k_ik_f\Pi$ and $ZS=k_ik_f\Sigma$, where $\Pi=\eta_i\eta_f$ and $\Sigma=\eta_i+\eta_f$:

$$\frac{|\mathbf Q|^2}{q^4}=\frac{k_ik_f}{d^2}\left\{\frac{\Pi|F|^2+\Sigma\,z\operatorname{Im}(F^*F')}{1-z}-z|F'|^2\right\}. \tag{11}$$

The series coefficients $c_n$ of $F$ obey $(n+1)^2c_{n+1}=(n+a)(n+b)c_n$. Multiplying by $z^n$ and summing gives $(zF')'=z(zF')'+(a+b)zF'+abF$, the hypergeometric equation in the form

$$(1-z)(zF')'=(a+b)zF'+abF=i\Sigma\,zF'-\Pi F. \tag{12}$$

For real $z$, $d|F|^2/dz=2\operatorname{Re}(F^*F')$, and

$$\frac{d}{dz}\Big(z\frac{d|F|^2}{dz}\Big)=2z|F'|^2+2\operatorname{Re}\big[F^*(zF')'\big]=2z|F'|^2-\frac{2\Pi|F|^2+2\Sigma\,z\operatorname{Im}(F^*F')}{1-z}.$$

This is $-2$ times the brace in (11), so the angular distribution is a total derivative in $z$. The solid angle is $d\Omega_f=2\pi\,d\cos\theta=(\pi d^2/k_ik_f)\,dz$, and $\cos\theta$ from $-1$ to $1$ takes $z$ from

$$\xi=-\frac{4k_ik_f}{d^2}=-\frac{4r}{(1-r)^2}$$

to $0$. The boundary term at $z=0$ vanishes because of the factor $z$. Therefore

$$\int\frac{|\mathbf Q|^2}{q^4}d\Omega_f=\frac{\pi d^2}{k_ik_f}\Big(-\frac{k_ik_f}{2d^2}\Big)(0-X)=\frac\pi2X,\qquad X=\xi\,\frac{d|F(\xi)|^2}{d\xi}.$$

From (4), $|N_i|^2e^{-2\pi\eta_i}=2\pi\eta_i/(e^{2\pi\eta_i}-1)$. Then $\int|\mathbf D|^2d\Omega_f=8\pi^3X\cdot4\pi^2\Pi/[(e^{2\pi\eta_i}-1)(1-e^{-2\pi\eta_f})]$, and (3) with $k_ik_f\Pi=Z^2$ gives Sommerfeld's result:

$$g=\frac{\pi\sqrt3}{(e^{2\pi\eta_i}-1)(1-e^{-2\pi\eta_f})}\;\xi\frac{d}{d\xi}\big|{}_2F_1(i\eta_f,i\eta_i;1;\xi)\big|^2, \tag{13}$$

$$\frac{d\sigma}{d\omega}=\frac{16\pi^2\alpha^3Z^2}{3k_i^2\,\omega}\,\frac{X}{(e^{2\pi\eta_i}-1)(1-e^{-2\pi\eta_f})}.$$

The Gaunt factor depends on $\eta_i$ and $\eta_f$ alone, since $r=\eta_i/\eta_f$. $X$ is positive because it is the integral of a square. For computation, $X=2\xi\operatorname{Re}(F^*F')$ with $F'=ab\,{}_2F_1(a+1,b+1;2;\xi)$, by termwise differentiation.

An independent route expands each state as $4\pi\sum_{lm}i^le^{\pm i\chi_l}[F_l(kx)/kx]\,Y_{lm}(\hat{\mathbf x})Y^*_{lm}(\mathbf n)$, where $F_l$ is the regular Coulomb function of unit asymptotic amplitude and $\chi_l$ its phase shift. The integral $\int|\mathbf D|^2d\Omega_f$ does not depend on $\mathbf n_i$ and may be averaged over it. Orthonormality of the harmonics then removes all phases and leaves $(4\pi)^3Z^2(k_ik_f)^{-2}\sum R_{ll'}^2|\langle l'm'|\hat{\mathbf x}|lm\rangle|^2$, with $R_{ll'}=\int_0^\infty F_l(k_ix)F_{l'}(k_fx)\,x^{-2}dx$. For the third component, $|\langle l+1,m|\cos\theta|lm\rangle|^2=[(l+1)^2-m^2]/[(2l+1)(2l+3)]$. Summing over $m$ with $\sum m^2=l(l+1)(2l+1)/3$ gives $(l+1)/3$, and the three components contribute equally. So

$$g=\frac{2\sqrt3}{\pi k_ik_f}\sum_{l=0}^\infty(l+1)\big(R_{l,l+1}^2+R_{l+1,l}^2\big). \tag{14}$$

The program integrates the radial equation numerically and tests (14) against (13) to a relative $10^{-6}$, and the partial-wave $|\mathbf D|^2$ against (10) at three angles to a relative $10^{-5}$. For $(\eta_i,\eta_f)=(1,2)$ both routes give $g=1.1793229$. Since (14) uses the force and (10) came from the momentum, the comparison also tests the commutator argument of part (a).

Nothing in the derivation used the sign of $Z$. Write the denominator of (13) as $4\sinh\pi\eta_i\sinh\pi\eta_f\,e^{-\pi\delta}$:

$$g=\frac{\pi\sqrt3\,e^{\pi\delta}X}{4\sinh\pi\eta_i\,\sinh\pi\eta_f}. \tag{15}$$

Reversing $Z$ turns $F$ into $F^*$ at real $\xi$, so $X$ is even in $Z$, and so is the product of the hyperbolic sines. Only $e^{\pi\delta}$ changes. A repelled particle of the same mass has a Gaunt factor smaller by $e^{-2\pi|\delta|}$ than the attracted one. For $\eta_i=-0.8333$, $\eta_f=-1.6667$, formulas (13) and (14) both give $g=0.0063000$.

## Part (f)

Expand $X$ for weak coupling. Find the limit of $g$ when both $\eta_i$ and $\eta_f$ are small, with its first correction. Then allow $\eta_f$ to be arbitrary while $\eta_i$ is small, and determine the accuracy of multiplying that limit by the ratio $|N_f|^2/|N_i|^2$.

**Solution.** Let $\vartheta=z\,d/dz$, $G=\vartheta F$ and $y=\ln(1-z)$, which runs from $0$ to $\Lambda=\ln(1-\xi)=\ln(S^2/d^2)=2L$. Then $\vartheta=-[z/(1-z)]\,d/dy$ and $-z/(1-z)=1-e^{-y}$. Equation (12) times $z/(1-z)$ reads $\vartheta G=[z/(1-z)](i\Sigma G-\Pi F)$, and the common factor cancels:

$$\frac{dG}{dy}=-i\Sigma\,G+\Pi F,\qquad\frac{dF}{dy}=\frac{G}{1-e^{-y}},\qquad F(0)=1,\quad G(0)=0,\qquad X=2\operatorname{Re}(F^*G)_{y=\Lambda}. \tag{16}$$

At fixed $r$, $\Sigma$ is of first order and $\Pi$ of second order in $Z$. With $I_n(y)=\int_0^yu^n\,du/(1-e^{-u})$ the orders are found in turn. There is no first order. At second order $G_2=\Pi y$ and $F_2=\Pi I_1$. At third order $G_3=-i\Sigma\Pi y^2/2$. At fourth order $dG_4/dy=-\Sigma^2\Pi y^2/2+\Pi^2I_1$, and integration by parts, $\int_0^yI_1\,du=yI_1-I_2$, gives $G_4=-\Sigma^2\Pi y^3/6+\Pi^2(yI_1-I_2)$. In $X$ the third order is the real part of an imaginary number and vanishes, and the fourth order is $2(G_4+F_2G_2)$:

$$X_2=2\Pi\Lambda=4\eta_i\eta_fL,\qquad\frac{X_4}{X_2}=-\frac{\Sigma^2\Lambda^2}{6}+2\Pi I_1(\Lambda)-\frac{\Pi I_2(\Lambda)}{\Lambda}. \tag{17}$$

*Born limit.* For $\eta_i,\eta_f\ll1$ the hyperbolic sines in (15) become $\pi^2\Pi$ up to second-order corrections, so

$$g=g_B\,[1+\pi\delta+O(\eta_f^2)],\qquad g_B=\frac{\sqrt3}{\pi}\ln\frac{k_i+k_f}{k_i-k_f}. \tag{18}$$

The first correction is relative order $\pi\delta$, which the program tests at two values of $r$. The condition on $\eta_f$ is separate from that on $\eta_i$. A fast electron that gives nearly all its energy to the photon leaves slowly, and the Born value fails however fast it arrived. At $\eta_i=0.01$, $\eta_f=0.02$ the exact value is $0.624718$ and $g_B=0.605697$, about $3\,\%$ below it. At $\eta_i=0.01$, $\eta_f=10$ the exact value is $0.067151$ and $g_B=0.001103$, too small by a factor of about 60.

*Elwert form.* Multiplying $g_B$ by $|N_f|^2/|N_i|^2$ from (4) defines

$$g_E=g_B\,\frac{\eta_f}{\eta_i}\,\frac{1-e^{-2\pi\eta_i}}{1-e^{-2\pi\eta_f}}. \tag{19}$$

In the ratio of (13) to (19) the factor $1-e^{-2\pi\eta_f}$ cancels and $(e^{2\pi\eta_i}-1)(1-e^{-2\pi\eta_i})=4\sinh^2\pi\eta_i$, which leaves the exact relation

$$\frac g{g_E}=\frac{\pi^2\eta_iX}{4L\eta_f\sinh^2\pi\eta_i}=\frac X{X_2}\Big(\frac{\pi\eta_i}{\sinh\pi\eta_i}\Big)^2. \tag{20}$$

The last factor is $1-\pi^2\eta_i^2/3+\dots$. With $\Sigma=\eta_i(1+r)/r$ and $\Pi=\eta_i^2/r$,

$$\frac g{g_E}=1+c(r)\,\eta_i^2+O(\eta_i^4),\qquad c(r)=-\frac{(1+r)^2\Lambda^2}{6r^2}+\frac{2I_1}{r}-\frac{I_2}{r\Lambda}-\frac{\pi^2}3. \tag{21}$$

The expansion was made at fixed $r$, and it must be shown to survive $r\to0$, where $\eta_f=\eta_i/r$ is large. Put $y=\Lambda u$ with $0\le u\le1$ in (16). The coefficients become $\Sigma\Lambda=\eta_i(1+r)\Lambda/r$, $\Pi\Lambda=\eta_i^2\Lambda/r$ and $\Lambda/(1-e^{-\Lambda u})$. Since $\Lambda=4r+O(r^3)$, these tend to $4\eta_i$, $4\eta_i^2$ and $1/u$. The rescaled system has coefficients polynomial in $\eta_i$ and continuous in $r$ down to $r=0$, so its solution is a power series in $\eta_i$ whose coefficients are continuous on $0\le r\le r_0$ for any $r_0<1$. The expansion parameter is $\eta_i$, and $\eta_f$ need not be small. The end $r\to1$ is covered in part (g).

The ends of $c(r)$ follow from two expansions of the integrand. For small $\Lambda$, $I_1\simeq\Lambda$ and $I_2\simeq\Lambda^2/2$, so

$$c(0)=-\frac{16}6+8-2-\frac{\pi^2}3=\frac{10-\pi^2}3=0.0435 .$$

The smallness of this number is the near equality of $\pi^2$ and $10$. For large $\Lambda$, write $1/(1-e^{-u})=1+1/(e^u-1)$ and use $\int_0^\infty u^n\,du/(e^u-1)=n!\,\zeta(n+1)$. Then $I_1\to\Lambda^2/2+\pi^2/6$ and $I_2\to\Lambda^3/3+2\zeta(3)$. At $r=1$ the $\Lambda^2$ terms are $-\tfrac23+1-\tfrac13=0$ and the $\pi^2$ terms cancel, leaving $c\to-\zeta(3)/L$; the neglected terms carry powers of $1-r\simeq2e^{-L}$ and vanish faster. So $c$ is continuous on $[0,1)$ with finite ends, and therefore bounded. It starts positive and approaches zero from below, so it has a negative minimum, which the program locates at $c=-0.208$ near $r=0.97$; no larger $|c|$ occurs on its grid in $r$. The program tests (21) against the exact $g$ at $\eta_i=0.01$ for eight values of $r$ from $0.001$ to $0.999$. For the two cases quoted above, $g_E=0.624719$ and $0.067150$.

*The tip of the spectrum.* As $r\to0$, $(i\eta_f)_n\xi^n=\prod_{m<n}(i\eta_i+mr)\,[-4/(1-r)^2]^n\to(-4i\eta_i)^n$, so $F\to M(i\eta_i,1,v)$ at $v=-4i\eta_i$, and $\vartheta\to v\,d/dv$ term by term. The Gaunt factor stays finite for any $\eta_i>0$, $g_{\rm tip}=2\pi\sqrt3\operatorname{Re}[M^*v\,dM/dv]/(e^{2\pi\eta_i}-1)$, whereas $g_B$ vanishes like $L\simeq2r$. The finite value comes from $|N_f|^2\simeq2\pi\eta_f$, the focusing of a slow electron onto the nucleus. The Elwert value there is $(2\sqrt3/\pi)(1-e^{-2\pi\eta_i})$. At $\eta_i=1$ the exact tip value is $1.10396$ and the Elwert value $1.10060$, lower by $0.3\,\%$. This is much closer than $c(0)\eta_i^2$ suggests, and (21) does not account for the agreement: the factor $(\pi\eta_i/\sinh\pi\eta_i)^2$ in (20) has double poles at $\eta_i=\pm i$, and $X/X_2$ does not remove them. To see this at the tip, continue $M^*$ as $M(-i\eta_i,1,4i\eta_i)$. At $\eta_i=i$ the two functions are $M(-1,1,4)=-3$ and $M(1,1,-4)=e^{-4}$, which give $X/X_2=-e^{-4}\neq0$. The series in $\eta_i$ therefore diverges at $\eta_i=1$, and its second-order term is not an estimate of the error there.

## Part (g)

Find $g$ for soft photons at arbitrary fixed $\eta_i$. Use the result to check the constant in (2) against classical radiation, and to compare $g_E$ with the simpler form obtained by putting $X=X_2$ in (13).

**Solution.** For $\omega\ll E_i=k_i^2/2$, $r=\sqrt{1-\omega/E_i}\simeq1-\omega/2E_i$, so $\delta\simeq\eta_i\omega/2E_i$, $-\xi\simeq4/(1-r)^2$ is large and $L=\ln(S^2/2\omega)\simeq\ln(4E_i/\omega)$. At large $|z|$ equation (12) becomes $(\vartheta+a)(\vartheta+b)F=0$ up to terms of relative order $1/z$, so

$$F=\mathcal A(-\xi)^{-a}[1+O(1/\xi)]+\mathcal B(-\xi)^{-b}[1+O(1/\xi)].$$

To find $\mathcal A$, use the beta-function argument of part (b) again: $F=[\Gamma(b)\Gamma(1-b)]^{-1}\int_0^1t^{b-1}(1-t)^{-b}(1-\xi t)^{-a}dt$ for $0<\operatorname{Re}b<1$. When $\operatorname{Re}(b-a)>0$ the first term dominates and $1-\xi t$ may be replaced by $-\xi t$, giving the beta integral $\Gamma(b-a)\Gamma(1-b)/\Gamma(1-a)$. The coefficient is analytic in the parameters, and $F$ is symmetric in $a$ and $b$, so

$$\mathcal A=\frac{\Gamma(-i\delta)}{\Gamma(i\eta_i)\Gamma(1-i\eta_f)},\qquad\mathcal B=\frac{\Gamma(i\delta)}{\Gamma(i\eta_f)\Gamma(1-i\eta_i)}.$$

Each has a pole at $\delta=0$. At every order in $1/\xi$ the two terms have the form $[h(a,b)-h(b,a)]/(b-a)$ with $h$ regular, a divided difference that grows only like $\ell=\ln(-\xi)$. The neglected terms in $X$ are therefore of order $\ell^2/\xi$ times factors $a^2$ or $b^2$ from the first series coefficient. With $\eta^2/|\xi|\simeq\delta^2/4$ they are small when $\delta\ell\ll1$ and $\omega\ll E_i$.

In $|F|^2$ the moduli $|\mathcal A|^2+|\mathcal B|^2$ are constant and the cross term is $2\operatorname{Re}[\mathcal A\mathcal B^*e^{-i\delta\ell}]$. Since $\vartheta=d/d\ell$, $X=2\delta\operatorname{Im}[\mathcal A\mathcal B^*e^{-i\delta\ell}]$. Using $\Gamma(v)=\Gamma(1+v)/v$ for $v=-i\delta$, $i\eta_i$ and $-i\eta_f$,

$$\mathcal A\mathcal B^*=-\frac{\eta_i\eta_f}{\delta^2}\,\frac{\Gamma(1-i\delta)^2}{\Gamma(1+i\eta_i)^2\,\Gamma(1-i\eta_f)^2}=-\frac{\sinh\pi\eta_i\sinh\pi\eta_f}{\pi\delta\sinh\pi\delta}\,e^{2i\varphi},$$

where $\varphi=\chi(\eta_f)-\chi(\eta_i)-\chi(\delta)$ and $\chi(\eta)=\arg\Gamma(1+i\eta)$. Inserting $X$ into (15), the hyperbolic sines of $\eta_i$ and $\eta_f$ cancel:

$$g\simeq\frac{\sqrt3}2\,\frac{e^{\pi\delta}\sin(\delta\ell-2\varphi)}{\sinh\pi\delta}.$$

The derivative of $\chi$ is $\operatorname{Re}\psi(1+i\eta)$, with $\psi$ the digamma function and $\psi(1)=-\gamma$. For small $\delta$, $\varphi\simeq\delta[\gamma+\operatorname{Re}\psi(1+i\eta_i)]$, and $\ell\to2L$, so

$$g\to\frac{\sqrt3}\pi\Big[\ln\frac{4E_i}\omega-\gamma-\operatorname{Re}\psi(1+i\eta_i)\Big]. \tag{22}$$

The factor $e^{\pi\delta}$ has been set to 1, so the relative error of (22) is about $\pi\delta$, some $3\,\%$ at $\delta=0.01$. For small $\eta_i$, $\operatorname{Re}\psi(1+i\eta)=-\gamma+\zeta(3)\eta^2+\dots$, which returns $g_B$ with relative correction $-\zeta(3)\eta_i^2/L$, in agreement with $c(r)$ as $r\to1$. The same formulas complete the uniformity argument for (21). Read $F^*$ as the function with $a,b\to-a,-b$, so that $X/X_2$ is analytic in $\eta_i$. For complex $\eta_i$ in a small disc, $\delta\ell=\eta_i(1-r)\ell/r$ and $\ell^2/\xi$ stay bounded as $r\to1$, so $X/X_2$ is bounded on the disc uniformly in $r$, and Cauchy's estimate bounds the $O(\eta_i^4)$ remainder uniformly.

For large $\eta_i$, $\operatorname{Re}\psi(1+i\eta)\simeq\ln\eta$, and $4E_i/\eta_i=2k_i^3/Z$:

$$g\to\frac{\sqrt3}\pi\ln\frac{2k_i^3}{e^\gamma Z\omega}\qquad(\eta_i\gg1,\ \pi\delta\ll1). \tag{23}$$

In ordinary units the argument is $2mv^3/(e^\gamma Ze_0^2\omega)$, with $e_0$ the elementary charge, and contains no $\hbar$. At $\eta_i=50$ and $\omega/E_i=10^{-6}$ the exact $g$ is $5.9066$ and (23) gives $5.9061$. Strong coupling alone therefore does not make $g$ equal to 1.

*Classical check of the constant.* From (1) and (22), $\omega\,d\sigma/d\omega$ grows by $16\alpha^3Z^2/(3k_i^2)$ for each factor $e$ by which $\omega$ falls. Classically the radiated power is $\tfrac23\alpha^3|\dot{\mathbf v}|^2$, and Parseval's theorem turns its time integral into the spectrum $2\alpha^3|\dot{\mathbf v}_\omega|^2/3\pi$ on positive frequencies. For a collision shorter than $1/\omega$ the Fourier component $\dot{\mathbf v}_\omega$ equals the velocity change, of size $k\theta$ at small deflection $\theta$. The small-angle Rutherford cross section is $4Z^2/(k^4\theta^4)\,2\pi\theta\,d\theta$, so the product is $16\alpha^3Z^2/(3k^2)\,d\ln\theta$. A deflection $\theta$ belongs to impact parameter $2Z/(k^2\theta)$ and to a duration proportional to $1/\theta$, so the smallest angle that radiates at $\omega$ is proportional to $\omega$. The two slopes agree. The program tests this at $Z=2$, $k=3$ bohr⁻¹ and finds $9.2111\times10^{-7}$ bohr² by both routes.

*Elwert form against the bare form.* As $\omega\to0$ the factor in (19) tends to 1, so $g-g_E\to-(\sqrt3/\pi)[\gamma+\operatorname{Re}\psi(1+i\eta_i)]$. The absolute error is constant and the error relative to $g$ falls only as $1/L$. Putting $X=X_2$ in (13) gives, by (20), $g_E\,(\pi\eta_i/\sinh\pi\eta_i)^2$. The error of this bare form relative to $g$ is also of order $\eta_i^2$, but its ratio to $g$ is the squared factor times $g_E/g$, which in the soft limit tends to the squared factor, not to 1, as $L\to\infty$. At $\eta_i=2$, $\omega/E_i=10^{-6}$ the exact value is $7.66901$, (22) gives $7.66898$, $g_E=8.38120$ is about $9\,\%$ above the exact value, and the bare form gives $0.00462$. The Elwert form is thus asymptotically correct in two regimes: $\eta_i\to0$ for all $\eta_f$, and, to logarithmic accuracy, $\omega\to0$ at fixed $\eta_i$.

The Gaunt factor is now known in closed form, with its Born and soft-photon limits and the range of the Elwert form. What remains is the case where $\eta_i$ and $\eta_f$ are both large, and a numerical example.
